\section*{Counting Variance of a Poisson-Driven Detector with Nonparalyzable Dead Time, part 2}

A photon detector is fed by triggering events, detected photons and dark events together, that form a Poisson process of constant rate $r$; detection efficiency is already contained in $r$. After each recorded count the detector ignores events for a fixed dead time $d$, and ignored events do not prolong it. The dimensionless load is $a=rd$. The problem is to find the variance of the number $N(T)$ of counts recorded in a window of length $T$. A live start means that the detector is ready to record when the window opens.

Angle brackets denote averages. The mean is $m(T)=\langle N\rangle$ and the second factorial moment is $q(T)=\langle N(N-1)\rangle$, so the variance is $q+m-m^2$. Their Laplace transforms, with $s$ conjugate to $T$, are
\begin{equation}
M_1(s)=\frac{\tilde g}{s(1-\tilde f)},\qquad
M_2(s)=\frac{2\tilde g\tilde f}{s(1-\tilde f)^2}.
\label{eq:transforms}
\end{equation}
Here $\tilde g(s)$ is the average of $e^{-sX_1}$ over the first interval $X_1$, measured from the opening of the window to the first count, and $\tilde f(s)$ is the average of $e^{-sX}$ over a later interval $X$ between successive counts.

Each interval $X$ is the dead time $d$ plus an independent wait, which is exponential with mean $1/r$. Its mean is $\mu=(1+a)/r$ and its variance is $\sigma^2=1/r^2$. The general law for independent intervals is that the variance of $N$ grows linearly at long times with slope $\sigma^2/\mu^3$, whatever the starting state. For this detector it gives
\begin{equation}
\operatorname{Var}N(T)\simeq\frac{rT}{(1+rd)^3},
\label{eq:main}
\end{equation}
where $\simeq$ means that the difference between the two sides stays bounded as $T$ grows. The slope and the recorded rate are
\begin{equation}
v=\frac r{(1+a)^3},\qquad \rho=\frac1\mu=\frac r{1+a}.
\end{equation}
Exact sums, used below as checks, are moments summed directly from the probabilities $P(N\ge n)$, without the long-time expansion.

\subsection{How fast the linear law is reached}

For a live start the first interval is an exponential wait, and each later interval contains an additional delay $d$. Hence
\begin{equation}
\tilde g=\frac r{r+s},\qquad
\tilde f=\frac{re^{-sd}}{r+s},\qquad
1-\tilde f=\frac{D(s)}{r+s},
\end{equation}
with $D(s)=s+r-re^{-sd}$. The factors $r+s$ cancel in Eq.~\eqref{eq:transforms}:
\begin{equation}
M_1=\frac r{sD},\qquad M_2=\frac{2r^2e^{-sd}}{sD^2}.
\label{eq:live}
\end{equation}

A zero of $D$ requires $|s+r|=|re^{-sd}|$. For $\operatorname{Re}s\ge0$ the left side is at least $r$, with equality only at $s=0$, and the right side is at most $r$. The only zero in this half-plane is therefore $s=0$. To find the others, multiply $s+r=re^{-sd}$ by $d\,e^{(s+r)d}$:
\begin{equation}
(s+r)d\,e^{(s+r)d}=ae^a .
\end{equation}
With $W_k$ denoting the branches of the Lambert function, defined by $We^W=z$,
\begin{equation}
s_k=-r+\frac{W_k(ae^a)}d .
\label{eq:poles}
\end{equation}
The branch $k=0$ gives $W_0=a$ and $s_0=0$. The others occur in complex-conjugate pairs with negative real parts.

The pair $k=\pm1$ decays most slowly. To see this, write $w=W_k=u+iy$ with $y>0$. Taking the modulus of $we^w=ae^a$ gives $y^2=a^2e^{2a-2u}-u^2$, so that
\begin{equation}
\frac{d(y^2)}{du}=-2(u^2+y^2+u),
\end{equation}
which is negative whenever $y^2>1/4$. Taking the phase gives $y=2\pi k-\arg w$, which lies between $(2k-1)\pi$ and $2k\pi$. A larger $k$ thus means a larger $y$ and a smaller $u$, hence faster decay. The time scale of the slowest pair is $1/|\operatorname{Re}s_1|$. In the variance for a live start this exponential is multiplied by a term linear in $T$, for two reasons: $M_2$ has double poles, and $m^2$ contains the product of $\rho T$ with the transient of $m$. For a window opened on a running detector the factor $T$ is absent: there $m=\rho T$ exactly, so $\tilde g=\rho(1-\tilde f)/s$, and $M_2=2\rho\tilde f/[s^2(1-\tilde f)]$ has only simple poles at the $s_k$ with $k\ne0$. The time scale lengthens with the load: it is $1.6d$ at $a=3$, $7.5d$ at $a=10$ and $51d$ at $a=30$. At heavy load the slope is only about $1/(a^2d)$, while the bounded offset found below tends to a fixed fraction of a count squared, so the linear law describes the variance only for $T\gg a^2d/6$.

\subsection{The constant for a live start}

The next order in $s$ gives the bounded offset. From
\begin{equation}
e^{-sd}=1-sd+\tfrac12s^2d^2-\tfrac16s^3d^3+\ldots
\end{equation}
it follows that
\begin{align}
D&=(1+a)s-\tfrac12rd^2s^2+\tfrac16rd^3s^3+\ldots\nonumber\\
&=(1+a)s\,[1-\alpha s+\beta s^2+\ldots],\\
\alpha&=\frac{rd^2}{2(1+a)},\qquad
\beta=\frac{rd^3}{6(1+a)} .
\end{align}
The first transform becomes $M_1=(\rho/s^2)(1+\alpha s+\ldots)$, so
\begin{equation}
m=\rho T+\rho\alpha+\ldots .
\label{eq:livemean}
\end{equation}
For the second, $[1-\alpha s+\beta s^2]^{-2}=1+2\alpha s+(3\alpha^2-2\beta)s^2+\ldots$. Multiplication by the expansion of $e^{-sd}$ gives
\begin{align}
M_2&=\frac{2\rho^2}{s^3}(1+c_1s+c_2s^2+\ldots),\\
c_1&=2\alpha-d,\\
c_2&=3\alpha^2-2\beta-2\alpha d+\tfrac12d^2 .
\end{align}
Inversion yields $q=\rho^2T^2+2\rho^2c_1T+2\rho^2c_2+\ldots$. In $q+m-m^2$, the terms independent of $T$ are
\begin{equation}
C_{\rm live}=\rho\alpha+\rho^2(2c_2-\alpha^2)
=\rho\alpha+\rho^2(5\alpha^2-4\beta-4\alpha d+d^2).
\end{equation}
In terms of $a$, the separate pieces are
\begin{align}
\rho\alpha&=\frac{a^2}{2(1+a)^2},&
5\rho^2\alpha^2&=\frac{5a^4}{4(1+a)^4},\\
4\rho^2\beta&=\frac{2a^3}{3(1+a)^3},&
4\rho^2\alpha d&=\frac{2a^3}{(1+a)^3},
\end{align}
and $\rho^2d^2=a^2/(1+a)^2$. Over the common denominator,
\begin{align}
C_{\rm live}&=\frac{\frac32a^2(1+a)^2+\frac54a^4-\frac83a^3(1+a)}{(1+a)^4}\nonumber\\
&=\frac{a^2(18+4a+a^2)}{12(1+a)^4}.
\label{eq:clive}
\end{align}
The coefficients in the last numerator follow from $3-8/3=1/3$ and $3/2+5/4-8/3=1/12$.

\subsection{A window opened on a running detector}

Suppose now that the detector has been running for a long time and the window opens without regard to the last count. Each cycle has mean length $\mu$ and contains one dead stretch of length $d$. A randomly placed opening therefore finds the detector dead with probability $d/\mu=a/(1+a)$. The residual dead time $U$ is then uniform on $(0,d)$; otherwise $U=0$. After $U$ the detector is live, so the count has the distribution of a live-start count in the remaining time $T-U$.

Averaging over both cases gives
\begin{equation}
\langle U\rangle=\frac{ad}{2(1+a)}=\alpha,\qquad
\langle U^2\rangle=\frac{ad^2}{3(1+a)} .
\end{equation}
The offset $\rho\alpha$ in Eq.~\eqref{eq:livemean} is cancelled by the lost time $\langle U\rangle$. The mean is in fact $\rho T$ for every $T$: in a stationary process the mean is additive over adjacent windows and depends only on their length, so it is proportional to $T$.

The variance is the average variance at fixed $U$ plus the variance of the mean at fixed $U$:
\begin{equation}
\operatorname{Var}N=v(T-\langle U\rangle)+C_{\rm live}
+\rho^2\operatorname{Var}U+\ldots .
\end{equation}
The two new constants are
\begin{align}
v\langle U\rangle&=\frac{a^2}{2(1+a)^4},\\
\rho^2\operatorname{Var}U&=\frac{a^2}{(1+a)^2}
\left[\frac a{3(1+a)}-\frac{a^2}{4(1+a)^2}\right]\nonumber\\
&=\frac{a^3/3+a^4/12}{(1+a)^4}.
\end{align}
Combining them with Eq.~\eqref{eq:clive} gives
\begin{equation}
C_{\rm stat}=\frac{a^2(6+4a+a^2)}{6(1+a)^4}.
\label{eq:cstat}
\end{equation}
Exact sums at $T=60d$ for $a=0.1$, $0.5$, $1$ and $3$ agree with $vT$ plus the appropriate constant to within $10^{-7}$ for both starts.

For $T\le d$ at most one count can occur. The stationary count is then zero or one, with variance $\rho T(1-\rho T)$. Its initial slope is $\rho$, without the additional factor $1/(1+a)^2$. The exclusion of a second count already lowers the variance below the Poisson value $\rho T$, but only by $(\rho T)^2$, which is a negligible fraction of $\rho T$ when $\rho T\ll1$.

\subsection{Error of the corrected rate}

Solving $\rho=r/(1+rd)$ for $r$ gives $r=\rho/(1-\rho d)$. The estimate from a measured count is
\begin{equation}
\hat r=\frac{N/T}{1-Nd/T}.
\end{equation}
Since $1-\rho d=1/(1+a)$, the sensitivity is
\begin{equation}
\frac{dr}{d\rho}=\frac1{(1-\rho d)^2}=(1+a)^2 .
\end{equation}
To leading order in a long window,
\begin{equation}
\operatorname{Var}\hat r=(1+a)^4\frac v T=\frac{r(1+a)}T,\qquad
\frac{\delta r}r=\sqrt{\frac{1+a}{rT}}=\frac1{\sqrt{\langle N\rangle}} .
\label{eq:rateerror}
\end{equation}
The relative error of the corrected rate is thus the inverse root of the recorded count. Assigning $\sqrt{\langle N\rangle}$ to the count and then propagating it through the correction gives a result too large by $1+a$. For $a=0.5$ and $T=4000d$, the variance of $\hat r$, computed from the exact probabilities of counts within $12$ standard deviations of the mean, agrees with Eq.~\eqref{eq:rateerror} within $1\%$. The restriction is needed because $\hat r$ diverges at $N=T/d$, a count whose probability is extremely small but not zero.

\subsection{Worked example}

Consider an actively quenched silicon avalanche diode under steady attenuated laser light. The inputs are a wavelength of $650$~nm, a power of $5$~pW, a detection efficiency of $60\%$, $250$ dark events per second, $d=50$~ns and $T=1$~ms. Dividing the power by the photon energy gives $16.361\times10^6$ photons per second. Then
\begin{align}
r&=0.60(16.361\times10^6)+250=9.817\times10^6\ {\rm s}^{-1},\\
a&=(9.817\times10^6)(50\times10^{-9})=0.4908,\\
\langle N\rangle&=\frac{9816.8}{1.4908}=6585,\\
\operatorname{Var}N&\simeq\frac{9816.8}{(1.4908)^3}=2963 .
\end{align}
The standard deviation is $54.4$ counts, compared with $81.1$ from the Poisson assumption. The corrected rate has a statistical relative error of $1.23\%$, for an exactly known $d$; propagating the Poisson value would give $1.84\%$.

The slowest transient decays in $22$~ns and $C_{\rm stat}=0.067$, so both are negligible at $1$~ms. At $T=50$~ns the exact stationary variance is $0.221$, while the linear law gives $0.148$, which is $33\%$ below the exact value. At $1000$~ns the values are $3.029$ and $2.963$. Direct thinning of Poisson arrivals in $200\,000$ live-start windows of $5\ \mu$s gives a variance of $14.93\pm0.05$; the exact value is $14.90$. The remaining values are in the numerical output.

\subsection{What a real detector changes}

These inputs are rough typical values for a silicon module with active quenching, and the recorded rate of $6.6\times10^6$~s$^{-1}$ is a heavy load. The largest shift found here for a $1$~ms window comes from gradual recovery of sensitivity, which lowers the variance by $3.8\%$ for an assumed $2$~ns recovery time. This ranking depends on the assumed inputs: in the models below, afterpulsing with $p=0.05$ raises the variance by $4.5\%$ ($5.9\%$ if carriers from earlier avalanches are kept) and a power drift of $0.3\%$ adds $5.9\%$. A passively quenched diode, whose dead time can be prolonged by further events, lies outside the model.

Let $S(t)$ be the probability that no count has occurred by time $t$ after the dead time. Integration by parts gives the moments of the wait as $\int_0^\infty S\,dt$ and $2\int_0^\infty tS\,dt$, which enter the general law. If sensitivity recovers as $1-e^{-t/\tau}$, then
\begin{equation}
S(t)=\exp\{-r[t-\tau(1-e^{-t/\tau})]\}.
\end{equation}
For $\tau=2$~ns this acts mainly as a longer dead time. Using $\mu-1/r=51.98$~ns in place of $d$ leaves a discrepancy of $0.04\%$. The effect on the rate estimate matters more than the effect on the variance. In a long window $1/\hat r=\mu-d$, so correcting with $d=50$~ns biases $\hat r$ by $-1.9\%$, more than its statistical error of $1.23\%$. An error of $1$~ns in $d$ alone shifts $\hat r$ by $1\%$, and the afterpulsing treated next biases it by $+0.7\%$ ($+0.8\%$ if carriers from earlier avalanches are included).

For afterpulsing, assume a Poisson number of carrier releases with mean $p=0.01$ after each dead time, with exponential delays of mean $\tau_t=50$~ns, and keep only carriers from the latest avalanche. Then $S=\exp[-rt-p(1-e^{-t/\tau_t})]$, and the variance rises by $0.9\%$. Earlier firing shortens the mean interval by $0.45\%$, which enters cubed and outweighs the $0.44\%$ fall in the variance of the waits. Since $\tau_t$ equals $d$, some carriers from earlier avalanches survive; keeping them makes successive intervals dependent and raises the figure to about $1.2\%$. A dead-time jitter of $1$~ns adds its own variance to $\sigma^2$, a relative change of $(0.0098)^2$, or $0.01\%$.

Slow power drift behaves differently. Let the relative power vary between windows with standard deviation $\epsilon$ and stay constant within each. Since $d\rho/dr=1/(1+a)^2$, the added variance is
\begin{equation}
V_{\rm drift}=\left[\frac{\epsilon rT}{(1+a)^2}\right]^2 .
\end{equation}
For $\epsilon=0.1\%$ it is $19.5$, or $0.66\%$ of the renewal variance. It grows as $T^2$ and equals $vT$ at
\begin{equation}
T_\times=\frac{1+a}{r\epsilon^2}=152\ {\rm ms}.
\end{equation}
If the drift remains slow on this scale, longer windows are limited by the source, and Eq.~\eqref{eq:main} no longer gives the total variance.

\section*{Computed results}
\begin{verbatim}
wavelength: 650 nm
optical power: 5.0 pW
detection efficiency: 60 %
dark event rate: 250 1/s
dead time d: 50 ns
window T: 1.0 ms
photon rate: 16.3609 million/s
event rate r: 9.8168 million/s
a = r d: 0.49084 (dimensionless)
mean interval between counts: 151.87 ns
standard deviation of interval: 101.87 ns
recorded rate: 6.5847 million/s
events r T: 9816.8 (dimensionless)
mean recorded counts: 6584.7 counts
variance, linear law: 2962.63 counts^2
variance, exact stationary: 2962.69 counts^2
standard deviation of counts: 54.43 counts
Poisson guess sqrt(mean): 81.15 counts
variance/mean: 0.4499 (dimensionless)
constant, live start: 0.08211 counts^2
constant, stationary: 0.06669 counts^2
slowest pole decay time: 22.19 ns
T=50 ns: exact stationary variance 0.22084, linear law 0.14813 counts^2
T=100 ns: exact stationary variance 0.36300, linear law 0.29626 counts^2
T=250 ns: exact stationary variance 0.80734, linear law 0.74066 counts^2
T=1000 ns: exact stationary variance 3.02931, linear law 2.96263 counts^2
simulation window: 5.0 us, trials: 200000
simulated mean: 32.9746, exact live: 32.9779 counts
simulated variance: 14.9304, exact live: 14.8952 counts^2
standard error of simulated variance: 0.0471 counts^2
relative error of corrected rate: 1.232 %
same with Poisson guess: 1.837 %
recovery time input: 2.0 ns
variance change from recovery: -3.777 %
effective dead time with recovery: 51.981 ns
change left after using it: 0.0374 %
afterpulse releases per count input: 0.010 (dimensionless)
trap lifetime input: 50 ns
variance change from afterpulsing: 0.907 %
dead-time jitter input: 1.0 ns
variance change from jitter: 0.0096 %
slow relative power drift input: 0.10 %
variance added by drift: 19.51 counts^2
drift variance / renewal variance: 0.658 %
window where the two are equal: 151.9 ms
\end{verbatim}
